\section*{Inverse-cube interaction of repeated charged defects above a grounded metal plane}

\section{A factor of two at five gap lengths}

Take one charged defect per $48\times48$ cell of monolayer MoS$_2$, lying on 3 nm of hexagonal boron nitride over a metal gate. The repeat length is 15.4 nm, about five times the distance to the metal. The model below, with rough parameters and an isotropic spacer, gives an interaction energy of 6.58 meV per defect, while its own inverse-cube law gives 3.22 meV. If the gap were vacuum and the layer unpolarizable, the same law would be only 7\% off at five gap lengths. Why does the law hold at all, and what delays it here?

Conventions: the defects form a hexagonal lattice of vectors $\mathbf R$, with shortest length $L$ and cell area $A=\sqrt3L^2/2$. Nothing is repeated along the normal. The metal is held at zero potential and supplies the compensating charge. The interaction energy $E_{\rm int}$ is the electrostatic energy per cell minus that of one isolated defect above the same plane, so a defect's attraction to its own image cancels. Equations are in Gaussian form; for a single charge, $q^2$ stands for $e^2/4\pi\varepsilon_0=1.440$ eV nm.

\section{Simple case: a vacuum gap}

Let point charges $q$ sit at height $d$ in vacuum. Each has an image $-q$ at depth $d$, so the other defects and their images produce at a given defect the potential
\begin{equation}
\phi=q\sum_{\mathbf R\ne0}\left[\frac1R-\frac1{\sqrt{R^2+4d^2}}\right].
\end{equation}
To find the energy, scale all charges by $\lambda$ from 0 to 1. The potential is then $\lambda\phi$, and charge drawn by the metal from ground costs no work. The work per cell is $\int_0^1\lambda\phi\,q\,d\lambda=q\phi/2$:
\begin{equation}
E_{\rm int}=\frac{q^2}{2}\sum_{\mathbf R\ne0}\left[\frac1R-\frac1{\sqrt{R^2+4d^2}}\right].
\label{image}
\end{equation}
The factor $1/2$ can be checked mechanically. The other images pull a charge down with force $q^2\sum_{\mathbf R\neq0}2d/(R^2+4d^2)^{3/2}$, which is $\partial E_{\rm int}/\partial d$. Integrating this force numerically from contact to $d=0.2L$ reproduced (\ref{image}) to within one part in $10^4$.

For $L>2d$, use $(1+x)^{-1/2}=1-x/2+3x^2/8-\dots$ with $x=4d^2/R^2$:
\begin{equation}
\frac1R-\frac1R\left(1-\frac{2d^2}{R^2}+\frac{6d^4}{R^4}-\dots\right)
=\frac{2d^2}{R^3}-\frac{6d^4}{R^5}+\dots
\end{equation}
The monopole terms cancel. With $S_p=\sum_{\mathbf R\ne0}(L/R)^p$,
\begin{equation}
E_{\rm int}=\frac{S_3q^2d^2}{L^3}-\frac{3S_5q^2d^4}{L^5}+\dots
\label{vac}
\end{equation}
The sums converge because a ring of radius $R$ holds a number of lattice points proportional to $R$. Here $S_3=11.034$ and $S_5=6.762$; a square lattice has $S_3=9.034$.

Physically, charge and image form a dipole $2qd$ normal to the plane. At lateral distance $R$ and height $d$ its potential is $(2qd)d/R^3$. One factor of $d$ comes from the dipole, the other from the height at which its field is sampled.

At $L=10d$, (\ref{vac}) predicts the ratio of energy to leading law as $1-3(6.762/11.034)/100=0.982$; the full image sum gives 0.982. At $L=5d$ the sum gives 0.934. In vacuum, then, $L\gg d$ is the right condition.

\section{Adding the spacer and the polarizable layer}

Now put the layer at $z=0$ and the metal at $z=-d$, with a spacer of permittivity $\varepsilon$ between and vacuum above. Let an external sheet charge have amplitude $\sigma$ and lateral wavevector $\mathbf k$. Laplace's equation and the boundary conditions give
\begin{equation}
\phi(z)=\phi_0\frac{\sinh k(z+d)}{\sinh kd}\ \ (-d<z<0),\qquad
\phi(z)=\phi_0e^{-kz}\ \ (z>0).
\end{equation}
The layer responds linearly with in-plane polarization $\mathbf P=-\alpha\nabla\phi$. Its induced charge is $-\nabla\cdot\mathbf P=-\alpha k^2\phi_0$. The jump in normal displacement equals $4\pi$ times the total sheet charge:
\begin{equation}
k\phi_0+\varepsilon k\coth(kd)\,\phi_0=4\pi(\sigma-\alpha k^2\phi_0).
\end{equation}
With $r_0=2\pi\alpha$, the response $G=\phi_0/\sigma$ is
\begin{equation}
G(k)=\frac{4\pi}{k+\varepsilon k\coth(kd)+2r_0k^2}.
\label{G}
\end{equation}

Two limits check this. For $\varepsilon=1$, $r_0=0$, the identity $1+\coth x=2/(1-e^{-2x})$ gives $G=(2\pi/k)(1-e^{-2kd})$. Since $1/\sqrt{r^2+z^2}$ has the two-dimensional transform $2\pi e^{-kz}/k$, this is a charge plus its image. For $\varepsilon=1$, $d\to\infty$, one finds $2\pi/[k(1+r_0k)]$, the response of a free-standing polarizable sheet. A finite-difference solution of Poisson's equation for the example's stack agreed with (\ref{G}) within 0.1\% at $k=0.8$ and $2.0$ nm$^{-1}$.

\section{From response to cell energy}

Give the defect an in-plane Gaussian charge of standard deviation $w$, with transform $qe^{-k^2w^2/2}$. The energy contains this factor twice, so define $F(k)=G(k)e^{-k^2w^2}$. The periodic array has amplitudes $\sigma_{\mathbf g}=qe^{-g^2w^2/2}/A$ at the reciprocal vectors $\mathbf g$. Its energy per cell is $\frac A2\sum_{\mathbf g}|\sigma_{\mathbf g}|^2G(g)$. Subtracting the isolated defect,
\begin{equation}
E_{\rm int}=\frac{q^2}{2}\left[\frac1A\sum_{\mathbf g}F(g)-\int\frac{d^2k}{(2\pi)^2}F(k)\right].
\label{cell}
\end{equation}
Let $f(r)$ be the inverse transform of $F$. The periodic function $\sum_{\mathbf R}f(|\mathbf r+\mathbf R|)$ has Fourier coefficients $F(g)/A$, because integrating the sum over one cell is integrating $f$ over the whole plane. At $\mathbf r=0$ this gives $\sum_{\mathbf R}f(R)=A^{-1}\sum_{\mathbf g}F(g)$. The integral in (\ref{cell}) is the $\mathbf R=0$ term, so
\begin{equation}
E_{\rm int}=\frac{q^2}{2}\sum_{\mathbf R\ne0}f(R).
\label{real}
\end{equation}
The $\mathbf g=0$ term belongs in the sum. It is finite, $G(0)=4\pi d/\varepsilon$, the potential per unit charge density of a parallel-plate capacitor. For a vacuum gap of 1 nm, $L=8$ nm and $w=0.05$ nm, (\ref{cell}) agreed with the image sum within 0.05\%.

\section{The long-range tail}

Large distances are governed by the non-smooth part of $F$ at small $k$. Dividing $\cosh x=1+x^2/2+\dots$ by $\sinh x/x=1+x^2/6+\dots$ gives $x\coth x=1+x^2/3+O(x^4)$. With $a=d/\varepsilon$, the spacer term in (\ref{G}) is $a^{-1}(1+k^2d^2/3+\dots)$. Multiplying numerator and denominator by $a$,
\begin{equation}
G=\frac{4\pi a}{1+ak+bk^2+O(k^4)},\qquad b=\frac{d^2}{3}+2r_0a.
\end{equation}
Expanding $1/(1+u)=1-u+u^2-u^3+\dots$ and multiplying by $e^{-k^2w^2}=1-k^2w^2+\dots$,
\begin{align}
F=4\pi a\big[&1-ak+(a^2-b-w^2)k^2\nonumber\\
&+(2ab-a^3+aw^2)k^3+\dots\big].
\label{small}
\end{align}
Even powers of $k$ are polynomials in $k_x,k_y$ and hence smooth; odd powers are not.

To isolate the leading tail, compare with a vacuum gap of thickness $a$:
\begin{equation}
F_0=\frac{2\pi}{k}(1-e^{-2ka})=4\pi a-4\pi a^2k+\dots
\end{equation}
Its real-space form, $1/r-1/\sqrt{r^2+4a^2}$, tends to $2a^2/r^3$. In $F-F_0$ the terms linear in $k$ cancel, and the first odd power is $k^3$. Applying the Laplacian in $\mathbf k$ twice multiplies the real-space function by $r^4$. It turns $k^3$ first into $9k$, then into $9/k$, which is integrable in two dimensions; at large $k$ the result also falls fast enough to be integrable. The transform of an integrable function vanishes at large distance, so $r^4(f-f_0)\to0$. Therefore $f(r)\to2a^2/r^3$, and (\ref{real}) gives
\begin{equation}
\boxed{E_{\rm int}\to\frac{S_3q^2}{L^3}\left(\frac d\varepsilon\right)^2.}
\label{law}
\end{equation}
At long range the stack acts as a vacuum gap $d/\varepsilon$. The sheet's polarizability drops out of the coefficient because its induced charge vanishes as $k^2$.

\section{When does the law begin?}

The next term needs the transform of $k^3$. Differentiating the pair $2\pi e^{-kz}/k\leftrightarrow1/\sqrt{r^2+z^2}$ with respect to $-z$ gives
\begin{equation}
e^{-kz}\leftrightarrow\frac{z}{2\pi(r^2+z^2)^{3/2}}
=\frac1{2\pi}\left(\frac z{r^3}-\frac{3z^3}{2r^5}+\dots\right).
\end{equation}
Matching powers of $z$ for $r\ne0$ gives $k\leftrightarrow-1/(2\pi r^3)$, $k^2\leftrightarrow0$ and $k^3\leftrightarrow9/(2\pi r^5)$. Inserting these into (\ref{small}),
\begin{equation}
f=\frac{2a^2}{r^3}+\frac{18a^2(2b-a^2+w^2)}{r^5}+\dots
\end{equation}
Consequently
\begin{align}
E_{\rm int}&=\frac{S_3q^2a^2}{L^3}\left[1+\frac{L_c^2}{L^2}+\dots\right],\label{next}\\
L_c^2&=\frac{9S_5}{S_3}\left(\frac{2d^2}{3}+\frac{4r_0d}{\varepsilon}-\frac{d^2}{\varepsilon^2}+w^2\right).\nonumber
\end{align}
For a vacuum gap, an unpolarizable layer and a point charge the bracket is $-d^2/3$, which recovers the negative correction in (\ref{vac}). When $r_0\gg\varepsilon d$ and $w$ is small, the polarizability term dominates and $L\gg d$ is not sufficient: $L^2$ must greatly exceed $9(S_5/S_3)\,4r_0d/\varepsilon$.

For the example take $d=3$ nm, $\varepsilon=3.5$, $r_0=4$ nm and $w=0.2$ nm, so $a=0.857$ nm. The bracket is $6.00+13.71-0.73+0.04=19.02$ nm$^2$, and
\begin{equation}
L_c=\sqrt{9(0.613)(19.02)}\ {\rm nm}=10.2\ {\rm nm}.
\end{equation}
The layer's polarizability supplies the largest term. This locates the delay asked about at the start: 15.4 nm is five gaps but only $1.5L_c$. It does not give the size of the excess there. The expansion is asymptotic, and at $48\times48$ the two terms of (\ref{next}) give a ratio of 1.44 against the full 2.04, while terms beyond the next one grow without settling. That the polarizability is the main cause is seen by setting $r_0=0$ in (\ref{cell}), which lowers the ratio to 1.19.

With a rough lattice constant of 0.32 nm, (\ref{cell}) gives:

\begin{center}
\begin{tabular}{rrrr}
Cell & $L$ (nm) & $E_{\rm int}$ (meV) & Ratio to (\ref{law})\\
$6\times6$ & 1.92 & 2189 & 1.33\\
$12\times12$ & 3.84 & 453 & 2.20\\
$24\times24$ & 7.68 & 71.0 & 2.76\\
$48\times48$ & 15.36 & 6.58 & 2.04\\
$96\times96$ & 30.72 & 0.478 & 1.19\\
$384\times384$ & 122.88 & 0.0063 & 1.007
\end{tabular}
\end{center}

At the largest cell the law is $11.034(1.440)(0.857)^2/(122.88)^3$ eV $=0.0063$ meV. The computed excess, 0.71\%, is close to $L_c^2/L^2=0.695\%$. Between $192\times192$ and $384\times384$ the decay exponent is 3.03.

Between $6\times6$ and $12\times12$ it is only 2.27. In small cells the nonzero $\mathbf g$ are large and $F(g)$ is small, so the capacitor term $2\pi aq^2/A$ dominates (\ref{cell}). For $6\times6$ it is $2\pi(0.857)(1.440)/3.19=2.43$ eV, against a total of 2.19 eV: the nonzero $\mathbf g$ add 0.09 eV and the isolated-defect integral removes 0.33 eV. For $12\times12$ the three terms are 0.61, 0.17 and 0.33 eV, so the dominance is already weaker, which lifts the exponent above 2. The capacitor term falls as $L^{-2}$, so its ratio to the inverse-cube law decreases towards small $L$. At large $L$ the full ratio instead falls towards 1 from above, because $L_c^2>0$. Between these two regimes lies the maximum in the last column. Fitting $L^{-3}$ to small cells would therefore extrapolate wrongly. Within this model, subtracting the full (\ref{cell}) is the consistent correction.

\section{Two changes that replace the leading inverse cube}

First, spread a uniform neutralising charge $-q/A$ through the layer. It removes the $\mathbf g=0$ term, so the difference from the isolated defect becomes
\begin{equation}
E_{\rm bg}=E_{\rm int}-\frac{2\pi aq^2}{A}.
\end{equation}
The second term dominates at large $L$, and the decay is inverse-square with negative sign. At $384\times384$ the energy is $-0.587$ meV instead of $+0.0063$ meV, and the exponent over the last doubling is 1.98.

Second, place another grounded plane at height $t$ above the layer. The upper potential becomes $\phi_0\sinh k(t-z)/\sinh kt$, which replaces the first $k$ in the denominator of (\ref{G}) by $k\coth kt$. Now $G$ contains even powers of $k$ alone. It is analytic in a strip around real wavevectors, because the denominator is positive there and grows at large $k$. Shifting the integration path by $i\kappa$ along $\mathbf r$ gives a factor $e^{-\kappa r}$: the decay is exponential. For $t=3$ nm, the $192\times192$ energy falls from 0.052 meV to about $10^{-7}$ meV. The inverse cube thus comes from field lines passing through the open half-space.

\section{Setting the model beside a device}

The parameters are rough values for MoS$_2$ on boron nitride. Three omitted effects change the effective gap. Field penetration into the metal over a length $\lambda$ adds a potential drop, so $d/\varepsilon\to d/\varepsilon+\lambda$. Nondegenerate mobile carriers of density $n$ add, in linear mean-field response, $s=4\pi q^2n/k_BT$ to the denominator of (\ref{G}). A charge at height $h$ above the sheet sees the reflected part of its potential reduced by $e^{-2kh}$:
\begin{equation}
G_h=\frac{2\pi}{k}(1-e^{-2kh})+e^{-2kh}G.
\end{equation}
Its linear term is $-4\pi k(h^2+2ha+a^2)$, so $a\to a+h$. Together,
\begin{equation}
a_{\rm eff}=h+\left[s+\frac1{d/\varepsilon+\lambda}\right]^{-1}.
\end{equation}

Changing one effect at a time at $L=122.88$ nm, $\lambda=0.05$ nm raises the energy by 12\%, and $h=0.16$ nm, roughly the offset of the outer sulfur plane, raises it by 41\%. The latter is a large overestimate, because that plane lies inside the layer: a slab 0.62 nm thick with the same $r_0$ and normal permittivity 4 to 6.5 gives only 9\% to 6\%. The lower half of such a slab, which the sheet model omits, itself adds to the effective gap and raises the energy by about 19\% to 12\%. A density $n=10^{10}$ cm$^{-2}$ at 300 K lowers it by 11\%. At $10^{12}$ cm$^{-2}$, $s$ is 7.0 nm$^{-1}$ and the same formula lowers the coefficient about fiftyfold, so the law without carriers applies to a depleted channel, not one that is switched on. Linear response itself fails close to the defect, where the potential energy exceeds $k_BT$; without carriers this region extends to about 6 nm at 300 K. It overestimates the screening by repelled carriers, while attracted carriers can be bound and neutralise the defect. Moreover, at $10^{10}$ cm$^{-2}$ the 122.88 nm cell holds only 1.3 carriers on average, too few to be treated reliably as a smooth charge. The carrier figures therefore illustrate the formula and are not predictions for a real channel. The spacer's larger in-plane permittivity, 6.9, raises the energy by 21\% at 15.36 nm (to 7.9 meV, a ratio of 2.5 to the law), by 10\% at 30.7 nm and by only 0.2\% at 122.88 nm.

The smallest cell is a computational construct: its mean spacer field is 16 MV/cm, above a rough breakdown field of 8 MV/cm. At $96\times96$ the mean is 0.06 MV/cm, but the local field just below the defect is far larger than this mean and depends on the assumed charge width (about 39, 18 and 8 MV/cm for $w=0.1$, 0.2 and 0.4 nm, over distances too short for a bulk breakdown field to apply directly), so a small mean field does not by itself exclude local damage. The sheet model is also doubtful when $L$ is only a few layer thicknesses. Tunnelling to the gate can be estimated as $\nu e^{-2\kappa d}$ with $\hbar\kappa=\sqrt{2mU}$. A rough barrier $U=2$ eV, a mass $m$ of half the free-electron mass and an attempt rate $\nu=10^{13}$ s$^{-1}$ give a rate of order 1 s$^{-1}$, which is exponentially sensitive to $U$ and $d$. The resulting level broadening, $\hbar$ times the rate, is below $10^{-15}$ eV and negligible beside the energies above, but the charge state may change within seconds if the gate's Fermi level permits the transfer. Further values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
e^2/(4 pi eps0) = 1.43996 eV nm
S3 hexagonal = 11.0342, S5 hexagonal = 6.7619, S3 square = 9.0336
Vacuum gap d, hexagonal: image energy / inverse-cube law
  L/d =  2: ratio = 0.73182
  L/d =  5: ratio = 0.93437
  L/d = 10: ratio = 0.98216
  L/d = 40: ratio = 0.99885
Inputs: gap = 3.0 nm, eps = 3.5, r0 = 4.0 nm, width = 0.2 nm
MoS2 lattice constant (rough) = 0.32 nm
Effective gap a = 0.8571 nm, b = 9.857 nm^2
Crossover length L_c = 10.24 nm
Cell  L (nm)  E_int (meV)  inverse-cube law (meV)  ratio
  6x6      1.92   2188.80575     1649.28009    1.3271
 12x12     3.84    453.27127      206.16001    2.1986
 24x24     7.68     71.04606       25.77000    2.7569
 48x48    15.36      6.58193        3.22125    2.0433
 96x96    30.72      0.47805        0.40266    1.1872
192x192   61.44      0.05188        0.05033    1.0307
384x384  122.88      0.00634        0.00629    1.0071
Decay exponent, 6 to 12 cells = 2.272
Decay exponent, 192 to 384 cells = 3.033
Relative excess at 384: computed 0.00710, L_c^2/L^2 = 0.00695
With uniform neutralising charge in the sheet:
  12x12: E = -154.01268 meV
  96x96: E = -9.01077 meV
  384x384: E = -0.58671 meV
  decay exponent, 192 to 384 cells = 1.984
Second grounded plane 3.0 nm above the sheet:
  48x48: E = 1.883e+00 meV
  192x192: E = 1.364e-07 meV
Change of E_int in percent at 96x96 and at 384x384:
  sheet polarizability removed: -12.83, -0.51
  in-plane spacer permittivity: 9.66, 0.22
  field penetration in metal: 13.91, 12.07
  charge height above sheet: 36.25, 40.65
  residual free carriers: -12.00, -11.03
Inputs: in-plane eps = 6.9, metal length = 0.05 nm
Inputs: height = 0.16 nm, n = 1.0e+10 cm^-2, T = 300.0 K
Carrier screening s = 0.0700 1/nm, spacer 1/a = 1.1667 1/nm
Band density at T = 1.08e+13 cm^-2 (mass 0.5, degeneracy 4)
Mean spacer field: 6x6 16.19, 96x96 0.0633 MV/cm
Field at gate below isolated defect = 0.71 MV/cm
Rough spacer breakdown field = 8.0 MV/cm
Tunnel inputs: barrier 2.0 eV, mass 0.5, attempt rate 1e+13 1/s
Tunnel rate = 4.47e-01 1/s, broadening = 2.94e-16 eV
\end{verbatim}
